# PAW Hartree energy: the three-term formula and its dropped cross term, part 2

In the projector augmented-wave (PAW) method, the Hartree energy of electrons and nuclei is split into a grid energy and one-centre energies. The usual three-term formula $E_3$ drops a cross term $X$, which is examined here. Hartree atomic units are used, electron density counts as positive, and nuclear self-energies are omitted. For real charge densities, $(f|g)=\int f\,v[g]\,d\mathbf r$ and

$$
v[f](\mathbf r)=\int\frac{f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r',\qquad
E_H[f]=\frac12\int f(\mathbf r)\,v[f](\mathbf r)\,d\mathbf r .
$$

Atom $a$ has a nucleus of charge $Z_a$ at $\mathbf R_a$, with density $n_{Z,a}=-Z_a\delta(\mathbf r-\mathbf R_a)$, and a sphere $\Omega_a$ of radius $r_{c,a}$ (also written $r_c$). The spheres do not overlap, and $n_Z=\sum_an_{Z,a}$. All-electron and smooth partial waves $\phi_i$, $\tilde\phi_i$, with angular momenta up to $l_{\max}$, and projectors $\tilde p_i$ belong to each sphere. Smooth orbitals $\tilde\psi_\nu$ with occupations $f_\nu$ give

$$
\tilde n=\sum_\nu f_\nu|\tilde\psi_\nu|^2,\qquad
\rho_{ij}=\sum_\nu f_\nu\langle\tilde\psi_\nu|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_\nu\rangle .
$$

The one-centre densities, zero outside $\Omega_a$, are

$$
n_a^1=\sum_{ij\in a}\rho_{ij}\phi_i^*\phi_j,\qquad
\tilde n_a^1=\sum_{ij\in a}\rho_{ij}\tilde\phi_i^*\tilde\phi_j .
$$

The PAW density is $n=\tilde n+\sum_a(n_a^1-\tilde n_a^1)$. The compensation charge is

$$
\hat n_a(\mathbf r)=\sum_{LM}q_{LM}^a\,g_L^a(r)\,Y_{LM}(\hat{\mathbf r}),\qquad
\hat n=\sum_a\hat n_a ,
$$

with $\mathbf r$ measured from $\mathbf R_a$. Here $q_{LM}^a$ are the multipole moments of $n_a^1+n_{Z,a}-\tilde n_a^1$, with $L\le2l_{\max}$. The smooth functions $g_L^a$ vanish for $r\ge r_{c,a}$ and satisfy $\int_0^{r_{c,a}}g_L^a(r)\,r^{L+2}dr=1$.

Let $t=\tilde n+\hat n$, $b_a=\tilde n_a^1+\hat n_a$ and

$$
D_a=n_a^1+n_{Z,a}-\tilde n_a^1-\hat n_a .
$$

$D_a$ has no multipole moments, so $v[D_a]=0$ outside $\Omega_a$ and $(D_a|D_b)=0$ for $a\ne b$. Before these outer interactions are set to zero, the expansion uses

$$
E_H[n+n_Z]=E_H[t]+\sum_a(t|D_a)+\sum_aE_H[D_a]+\sum_{a<b}(D_a|D_b),
$$

$$
E_H[n_a^1+n_{Z,a}]-E_H[\tilde n_a^1+\hat n_a]=(b_a|D_a)+E_H[D_a].
$$

With the mismatch $\delta_a=\tilde n-\tilde n_a^1$ inside $\Omega_a$, the result is

$$
E_H[n+n_Z]=E_3+X,\qquad X=\sum_a\int_{\Omega_a}\delta_a\,v[D_a]\,d\mathbf r,
$$

$$
E_3=E_H[\tilde n+\hat n]+\sum_a\left\{E_H[n_a^1+n_{Z,a}]-E_H[\tilde n_a^1+\hat n_a]\right\}.
$$

### What makes the term small

The absence of moments confines $v[D_a]$ to the sphere, but does not make it small there. Near a point nucleus it behaves as $-Z_a/r$. A small $X$ must come from a small mismatch $\delta_a$ or from cancellation in the integral. The Cauchy–Schwarz inequality gives the bound

$$
|X|\le\sum_a
\left(\int_{\Omega_a}\delta_a^2\,d\mathbf r\right)^{1/2}
\left(\int_{\Omega_a}v[D_a]^2\,d\mathbf r\right)^{1/2}.
$$

The second factor is finite despite the nuclear singularity, because $1/r^2$ is multiplied by the volume element $r^2dr$.

For one orbital with occupation $f$, write $\tilde\psi=\tilde\psi^1+\eta$ in a sphere, where $\tilde\psi^1=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle$ is the one-centre expansion and $\eta$ is the part it misses. Then

$$
\delta_a=f\left(|\tilde\psi^1+\eta|^2-|\tilde\psi^1|^2\right)
=f\left\{2\,\mathrm{Re}\left[(\tilde\psi^1)^*\eta\right]+|\eta|^2\right\}.
$$

The error is in general of first order in the missing part of the orbital.

The same $\eta$ affects the density itself. Let $\psi^1=\sum_i\phi_i\langle\tilde p_i|\tilde\psi\rangle$. The reconstructed orbital is $\psi^1+\eta$, and its squared modulus is

$$
|\psi^1+\eta|^2=|\psi^1|^2+2\,\mathrm{Re}(\eta^*\psi^1)+|\eta|^2 .
$$

The PAW density for this orbital, divided by $f$, is

$$
|\tilde\psi^1+\eta|^2+|\psi^1|^2-|\tilde\psi^1|^2
=|\psi^1|^2+2\,\mathrm{Re}(\eta^*\tilde\psi^1)+|\eta|^2 .
$$

The squared orbital exceeds it by $2\,\mathrm{Re}[\eta^*(\psi^1-\tilde\psi^1)]$. This approximation precedes the electrostatics. The term $X$ corrects the Hartree energy of the PAW density, not the density.

### Angular components

The potential $v[D_a]$ has angular components up to $L=2l_{\max}$. Higher components of $\delta_a$ integrate to zero against it, by orthogonality of the spherical harmonics. The density mismatch caused by the tails of neighbouring atoms therefore enters $X$ only through its components up to $L=2l_{\max}$.

This does not make a missing orbital channel harmless. If the partial waves contain $s$ functions alone, a $p$ component of $\tilde\psi$ is absent from $\tilde\psi^1$. Its square contains a spherical part, which couples to the $L=0$ potential of $D_a$. More radial functions in the $s$ channel cannot remove that contribution.

### Dependence on the compensation charge

The direct energy $E_H[n+n_Z]$ contains no $\hat n$. Let the radial shape be changed from $\hat n_a$ to $\hat n_a'$ with the moments fixed. Then $D_a'-D_a=-(\hat n_a'-\hat n_a)$, and since $E_3+X$ cannot change,

$$
E_3'-E_3=-(X'-X)=\sum_a\int_{\Omega_a}\delta_a\,v[\hat n_a'-\hat n_a]\,d\mathbf r .
$$

A shape dependence of $E_3$ at fixed orbitals is therefore a sign of a mismatch $\delta_a$, provided that all moments are compensated and $E_H[\tilde n+\hat n]$ is converged. On a finite grid the plane-wave cutoff produces a shape dependence of its own, even for $\delta_a=0$: for the compensation charges of the example below it is about $3\times10^{-5}$ Ha when the density is cut at $k=11$ bohr$^{-1}$. The converse inference is unsafe. The shift tests $\delta_a$ against a smooth potential difference, whereas $X$ contains the nuclear singularity, so a small shift does not prove that $X$ is equally small.

The result changes if $\hat n_a$ omits some of the required moments. The potential of $D_a$ then extends beyond its sphere. Repeating the expansion without setting the outer interactions to zero gives, in addition to the integrals over $\Omega_a$ in $X$,

$$
R=\sum_a\int_{\mathbf r\notin\Omega_a}t\,v[D_a]\,d\mathbf r+\sum_{a<b}(D_a|D_b).
$$

Here $b_a=0$ outside its sphere has been used. The mismatch $\delta_a$ does not appear in $R$, so a better agreement between $\tilde n$ and $\tilde n_a^1$ does not by itself remove this error.

### Energies on the grid and in the spheres

For an isolated system, let $t(\mathbf k)=\int t(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d\mathbf r$. The Fourier transform of the Coulomb kernel is $4\pi/k^2$, so

$$
E_H[t]=\frac12\int\frac{d\mathbf k}{(2\pi)^3}\frac{4\pi}{k^2}|t(\mathbf k)|^2
=\frac1{4\pi^2}\int\frac{|t(\mathbf k)|^2}{k^2}\,d\mathbf k .
$$

In a sphere, expand a charge as $f=\sum_{LM}f_{LM}(r)Y_{LM}$. Splitting the source integral at $s=r$ and using the multipole expansion on each side gives

$$
v_{LM}(r)=\frac{4\pi}{2L+1}\left[
\frac1{r^{L+1}}\int_0^r f_{LM}(s)s^{L+2}ds+
r^L\int_r^{r_c}f_{LM}(s)s^{1-L}ds\right].
$$

The angular integral in the energy then leaves

$$
E_H[f]=\frac12\sum_{LM}\int_0^{r_c}f_{LM}^*(r)\,v_{LM}(r)\,r^2dr .
$$

This is applied directly to $\tilde n_a^1+\hat n_a$. For the all-electron part the nuclear self-energy is omitted:

$$
E_H[n_a^1+n_{Z,a}]=E_H[n_a^1]-Z_a\int_{\Omega_a}\frac{n_a^1(\mathbf r)}r\,d\mathbf r .
$$

There is no factor one half in the attraction, because it is a mixed term.

### Potentials consistent with the three-term energy

A self-consistent calculation that uses $E_3$ must differentiate $E_3$. For any charge, $\delta E_H[f]=\int v[f]\,\delta f\,d\mathbf r$. At fixed $\rho_{ij}$, a change of $\tilde n$ gives the grid potential $v[\tilde n+\hat n]$.

At fixed $\tilde n$, a change of $\rho_{ij}$ changes both one-centre densities and the compensation charge. Define

$$
Q_{ij}^{LM}=\int_{\Omega_a}r^LY_{LM}^*(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\,d\mathbf r,\qquad
\hat Q_{ij}=\sum_{LM}Q_{ij}^{LM}g_L^aY_{LM},
$$

so that $\partial\hat n_a/\partial\rho_{ij}=\hat Q_{ij}$. The nuclear part of $\hat n_a$ is constant. Differentiation of the three terms yields

$$
\begin{aligned}
\frac{\partial E_3}{\partial\rho_{ij}}={}&
\int_{\Omega_a}v[\tilde n+\hat n]\,\hat Q_{ij}\,d\mathbf r
+\int_{\Omega_a}v[n_a^1+n_{Z,a}]\,\phi_i^*\phi_j\,d\mathbf r\\
&-\int_{\Omega_a}v[\tilde n_a^1+\hat n_a]
\left(\tilde\phi_i^*\tilde\phi_j+\hat Q_{ij}\right)d\mathbf r .
\end{aligned}
$$

The compensation charge enters twice, with opposite signs and different potentials. These are derivatives of $E_3$; the derivative of $X$ is not included.

### A two-centre example

The model has nuclei A and B with charges 3 and 1, at a distance of 2.5 bohr on the $z$ axis, with B in the positive direction from A. The sphere radii are 1.0 and 1.2 bohr. Two electrons occupy one smooth orbital,

$$
\tilde\psi\propto e^{-0.8r_A^2}+0.7e^{-0.5r_B^2},
$$

with lengths in bohr. It is scaled so that the PAW density contains two electrons. The orbital is prescribed rather than self-consistent, and the system is not neutral. Neither matters for the isolated-system identity.

The smooth radial waves are proportional to $r^{l+2i}$, $i=0,1,\ldots$. The all-electron waves are the same functions multiplied by $1+b_l(1-r/r_c)^4$. Near a nucleus a radial solution behaves as $r^l[1-Zr/(l+1)]$. The relative slope of the factor at the origin is $-4b_l/[r_c(1+b_l)]$. Equating it to $-Z/(l+1)$ gives

$$
b_l=\frac{Zr_c}{4(l+1)-Zr_c}.
$$

For A this gives $b_0=3/(4-3)=3$ and $b_1=3/(8-3)=0.6$. For B the values are 0.4286 and 0.1765.

Take first $l_{\max}=1$ with two radial waves per channel. The direct calculation, made without a compensation charge, adds electron repulsion, nuclear attraction and nuclear repulsion:

$$
1.457944-9.110261+1.200000=-6.452317\ \text{Ha}.
$$

The three-term calculation gives

$$
\begin{aligned}
E_3={}&4.587009+(-5.209202-4.914245)\\
&+(-0.616400-0.266584)=-6.419422\ \text{Ha}.
\end{aligned}
$$

The cross term, integrated separately from its definition, is

$$
X=-0.027348-0.005547=-0.032895\ \text{Ha},
$$

or $-0.895$ eV. Adding it to $E_3$ recovers the direct energy. Its magnitude is 0.5% of that energy.

The compensation charge of A has total charge $\sqrt{4\pi}\,q_{00}=-2.78138$ and dipole moment along $z$ equal to $\sqrt{4\pi/3}\,q_{10}=0.00095$ bohr, in units of the electron charge counted as positive. Without it, the monopole and dipole potential at 1.3 bohr from A, towards B, would be

$$
-\frac{2.78138}{1.3}+\frac{0.00095}{1.3^2}\approx-2.1390\ \text{Ha},
$$

in agreement with the directly integrated value. With the compensation charge the potential there vanishes to rounding error.

In sphere A the mismatch integrates to only $6.5\times10^{-4}$ electrons, although its contribution to $X$ is $-0.027$ Ha. The projection explains this. In the model it is a least-squares fit over the sphere, so $\eta$ is orthogonal to the smooth partial waves and hence to $\tilde\psi^1$. The first-order part of $\int\delta_a\,d\mathbf r$ therefore vanishes, leaving $f\int|\eta|^2d\mathbf r$. The weight $v[D_a]$ is not constant, so the first-order part of $X$ need not vanish. A nearly correct sphere charge is not evidence of a small cross term.

Other sets of partial waves give the following energies in hartree.

| $l_{\max}$ | waves per $l$ | direct | $E_3$ | $X$ |
|---:|---:|---:|---:|---:|
| 0 | 4 | −6.60864 | −6.60841 | −0.000221 |
| 1 | 1 | −5.53621 | −5.26125 | −0.275 |
| 1 | 2 | −6.45232 | −6.41942 | −0.0329 |
| 1 | 3 | −6.59722 | −6.59518 | −0.00204 |
| 1 | 4 | −6.60862 | −6.60852 | −0.000099 |
| 2 | 4 | −6.60862 | −6.60854 | −0.000085 |

The direct energy changes because each set defines a different PAW density. Between one and four radial waves at $l_{\max}=1$ it falls by 1.07 Ha, more than the largest $|X|$. The cross term is thus not the whole effect of an incomplete set. With four radial waves, adding the $p$ channel reduces $|X|$ by more than half, while adding the $d$ channel changes it by little, because the radial error still dominates. With more radial waves $X$ levels off near $-1.4\times10^{-4}$, $-1.4\times10^{-5}$ and $-1.2\times10^{-6}$ Ha for $l_{\max}=0,1,2$, so that each added channel then lowers $|X|$ about tenfold.

The compensation functions used here are proportional to $r^L(1-r^2/r_c^2)^3$. Changing the exponent from 3 to 5 shifts $E_3$ by $-0.057$ Ha for the set with $l_{\max}=1$ and one wave per channel. For the largest set the shift is $-3.7\times10^{-6}$ Ha, about 4% of the remaining $|X|$. This is a case in which the shape dependence alone would understate the error.

If only the monopole is compensated in the main case, $-1.9\times10^{-5}$ Ha remains after $X$ has been included. This number is obtained as the difference between the direct energy and $E_3+X$, not by integrating $R$ separately. By the expansion above it equals $R$, the interaction of the omitted dipole and quadrupole moments with the charge outside each sphere. Its size is particular to this model. It is well above the numerical closure error of the complete identity, $7\times10^{-9}$ Ha. The numerical check requires closure to within $10^{-6}$ Ha for all six sets.

## Numbers as computed

```
MODEL
Internuclear distance: 2.5 bohr
Electrons: 2
A: Z = 3, r_c = 1.0 bohr
  Gaussian amplitude before scaling 1.0, exponent 0.8 bohr^-2
  cusp factors b_0 = 3.0000, b_1 = 0.6000
B: Z = 1, r_c = 1.2 bohr
  Gaussian amplitude before scaling 0.7, exponent 0.5 bohr^-2
  cusp factors b_0 = 0.4286, b_1 = 0.1765
MAIN CASE: l_max = 1, two radial waves per l
Electron repulsion: 1.457944 Ha
Nuclear attraction: -9.110261 Ha
Nuclear repulsion: 1.200000 Ha
Direct E_H[n+n_Z]: -6.452317 Ha
Smooth E_H[nt+nh]: 4.587009 Ha
A: E_H[n1+n_Z] = -5.209202 Ha
  E_H[nt1+nh] = 4.914245 Ha
  cross term = -0.027348 Ha
  integral of nt-nt1 = 6.458e-04 electrons
  nh monopole = -2.78138 e, dipole = 0.00095 e bohr
  potential at 1.3 r_c: without nh -2.13897, with nh 1.8e-15 Ha/e
B: E_H[n1+n_Z] = -0.616400 Ha
  E_H[nt1+nh] = 0.266584 Ha
  cross term = -0.005547 Ha
  integral of nt-nt1 = 1.209e-03 electrons
  nh monopole = -0.97970 e, dipole = -0.00012 e bohr
  potential at 1.3 r_c: without nh -0.62806, with nh 4.4e-16 Ha/e
Three-term energy: -6.419422 Ha
Dropped cross term X: -0.032895 Ha = -0.8951 eV
Direct - three-term - X: -6.7e-09 Ha
PARTIAL-WAVE SETS: l_max, radial waves, direct, three-term, X (Ha)
0 4 -6.6086354 -6.6084144 -2.210e-04
1 1 -5.5362102 -5.2612528 -2.750e-01
1 2 -6.4523174 -6.4194219 -3.290e-02
1 3 -6.5972205 -6.5951785 -2.042e-03
1 4 -6.6086207 -6.6085221 -9.855e-05
2 4 -6.6086206 -6.6085351 -8.550e-05
Three-term shift when nh shape exponent changes from 3 to 5:
  l_max 1, 1 radial waves: -5.721e-02 Ha
  l_max 2, 4 radial waves: -3.672e-06 Ha
Unclosed energy with monopole-only nh: -1.915e-05 Ha
```
